# Spherical heavy-hole and light-hole masses of germanium from Luttinger parameters: test program

```python
"""Spherical hole masses of germanium from the Luttinger Hamiltonian.
Result under test: the rotationally invariant part of the J=3/2 Hamiltonian has
gbar = (2*g2 + 3*g3)/5, so m_hh = 1/(g1-2*gbar) and m_lh = 1/(g1+2*gbar).
g1, g2, g3: Luttinger parameters; k: wave vector; hole energies are positive.
Internal units: Hartree atomic units (hbar = m0 = e = 1).
An eight-band model (s and p orbitals with spin) sizes the neglected effects.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm
from scipy.optimize import brentq

HARTREE_EV = const.physical_constants["Hartree energy in eV"][0]
BOHR_CM = const.physical_constants["Bohr radius"][0] * 100
BOHR_NM = BOHR_CM * 1e7

# ---------- inputs ----------
g1, g2, g3 = 13.38, 4.24, 5.69
temperature = 300.0                      # K
hole_density = 1e17                      # cm^-3
split_off_eV, momentum_eV = 0.29, 26.0   # rough typical values
gap_cold_eV, gap_warm_eV = 0.89, 0.80    # rough direct gaps
kT_eV = const.k * temperature / const.e
kT = kT_eV / HARTREE_EV
split_off, momentum_energy = split_off_eV / HARTREE_EV, momentum_eV / HARTREE_EV
gap_cold, gap_warm = gap_cold_eV / HARTREE_EV, gap_warm_eV / HARTREE_EV

# ---------- spin-3/2 matrices and Luttinger Hamiltonian ----------
m = np.array([1.5, 0.5, -0.5, -1.5])
raising = np.diag(np.sqrt(15 / 4 - m[1:] * (m[1:] + 1)), 1).astype(complex)
J = [(raising + raising.T) / 2, (raising - raising.T) / 2j, np.diag(m).astype(complex)]
PAIRS = [(1, 2), (2, 0), (0, 1)]


def luttinger(k, a, b, c):
    k = np.asarray(k, float)
    k2 = np.sum(k**2, axis=-1)[..., None, None]
    H = 0.5 * (a + 2.5 * b) * k2 * np.eye(4)
    for i in range(3):
        H = H - b * (k[..., i]**2)[..., None, None] * (J[i] @ J[i])
    for i, j in PAIRS:
        H = H - c * (k[..., i] * k[..., j])[..., None, None] * (J[i] @ J[j] + J[j] @ J[i])
    return H


def harmonics(k):
    x, y, z = np.moveaxis(np.asarray(k, float), -1, 0)
    s = np.sqrt(3)
    return np.stack([(2*z*z - x*x - y*y) / 2, s*(x*x - y*y) / 2, s*y*z, s*z*x, s*x*y], -1)


def direction_grid(u, w, phi):
    """Unit vectors and weights from cos(theta) nodes and azimuth nodes."""
    U, P = np.meshgrid(u, phi, indexing="ij")
    S = np.sqrt(1 - U**2)
    n = np.stack([S * np.cos(P), S * np.sin(P), U], -1).reshape(-1, 3)
    return n, np.repeat(w / len(phi), len(phi))


def sphere(n_theta, n_phi):
    """Whole sphere; weights sum to one."""
    u, w = np.polynomial.legendre.leggauss(n_theta)
    return direction_grid(u, w / 2, 2 * np.pi * np.arange(n_phi) / n_phi)


def cubic_wedge(n_theta, n_phi):
    """One sixteenth of the sphere, for functions with full cubic symmetry."""
    u, w = np.polynomial.legendre.leggauss(n_theta)
    return direction_grid((u + 1) / 2, w / 2, np.pi / 4 * (np.arange(n_phi) + 0.5) / n_phi)


# ---------- formula values ----------
gbar = (2 * g2 + 3 * g3) / 5
inv_hh, inv_lh = g1 - 2 * gbar, g1 + 2 * gbar
m_hh, m_lh = 1 / inv_hh, 1 / inv_lh

# ---------- test: anticommuting matrices and decomposition ----------
G = [J[2] @ J[2] - 1.25 * np.eye(4), (J[0] @ J[0] - J[1] @ J[1]) / np.sqrt(3)]
G += [(J[i] @ J[j] + J[j] @ J[i]) / np.sqrt(3) for i, j in PAIRS]
for a in range(5):
    for b in range(5):
        assert np.allclose(G[a] @ G[b] + G[b] @ G[a], 2 * (a == b) * np.eye(4))
rng = np.random.default_rng(4)
coefficients = np.array([g2, g2, g3, g3, g3])
for k in rng.normal(size=(8, 3)):
    d, k2 = harmonics(k), k @ k
    H = luttinger(k, g1, g2, g3)
    rebuilt = g1 * k2 / 2 * np.eye(4) - sum(coefficients[a] * d[a] * G[a] for a in range(5))
    assert np.allclose(H, rebuilt)
    assert np.isclose(np.sum(d**2), k2**2)
    root = np.sqrt(np.sum((coefficients * d)**2))
    expected = g1 * k2 / 2 + np.array([-root, -root, root, root])
    assert np.allclose(np.linalg.eigvalsh(H), expected)

# ---------- test: angular overlaps and least-squares invariant fit ----------
directions, weights = sphere(40, 80)
D = harmonics(directions)
assert np.allclose(np.einsum("n,na,nb->ab", weights, D, D), np.eye(5) / 5)
H_dir = luttinger(directions, g1, g2, g3)
nJ = np.einsum("ni,iab->nab", directions, np.array(J))
invariant = nJ @ nJ
sw = np.sqrt(weights)[:, None, None]
columns = [(sw * np.broadcast_to(np.eye(4), H_dir.shape)).ravel(), (sw * invariant).ravel()]
fit = np.linalg.lstsq(np.stack(columns, 1), (sw * H_dir).ravel(), rcond=None)[0]
gbar_fit = -fit[1].real
g1_fit = 2 * fit[0].real - 2.5 * gbar_fit
assert np.isclose(gbar_fit, gbar) and np.isclose(g1_fit, g1)

# ---------- test: average over joint rotations of k and J ----------
eps = np.zeros((3, 3, 3))
for i, j, l in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[i, j, l], eps[i, l, j] = 1, -1
L = -1j * eps
angles = 2 * np.pi * np.arange(8) / 8
u_beta, w_beta = np.polynomial.legendre.leggauss(6)
Uz = [expm(-1j * a * J[2]) for a in angles]
Rz = [expm(-1j * a * L[2]).real for a in angles]
k_test = np.array([0.3, -0.7, 0.5])
H_average = np.zeros((4, 4), complex)
for u, w in zip(u_beta, w_beta):
    Uy, Ry = expm(-1j * np.arccos(u) * J[1]), expm(-1j * np.arccos(u) * L[1]).real
    for a in range(8):
        for c in range(8):
            U, R = Uz[a] @ Uy @ Uz[c], Rz[a] @ Ry @ Rz[c]
            H_average += w / 128 * U @ luttinger(R.T @ k_test, g1, g2, g3) @ U.conj().T
averaged_inverse_masses = 2 * np.linalg.eigvalsh(H_average) / (k_test @ k_test)
assert np.allclose(averaged_inverse_masses, [inv_hh, inv_hh, inv_lh, inv_lh])
assert np.allclose(H_average, luttinger(k_test, g1, gbar, gbar))

# ---------- warped bands: directional masses and angular means ----------
inverse = 2 * np.linalg.eigvalsh(H_dir)
dos_hh = (weights @ inverse[:, 0]**-1.5)**(2 / 3)
dos_lh = (weights @ inverse[:, 2]**-1.5)**(2 / 3)
g_rms = np.sqrt((2 * g2**2 + 3 * g3**2) / 5)


def mean_coefficient(scale):
    """Angular mean of (1/m_lh-1/m_hh)/4 with the warping scaled at fixed gbar."""
    warp = scale * (g3 - g2)
    e = 2 * np.linalg.eigvalsh(luttinger(directions, g1, gbar - 0.6*warp, gbar + 0.4*warp))
    return weights @ (e[:, 2] - e[:, 0]) / 4


g_mean = mean_coefficient(1.0)
assert gbar < g_mean < g_rms
error_ratio = (mean_coefficient(0.1) - gbar) / (mean_coefficient(0.05) - gbar)
assert abs(error_ratio - 4) < 0.1       # small cubic remainder is allowed
direction_masses = {}
for name, v in {"[001]": (0, 0, 1), "[110]": (1, 1, 0), "[111]": (1, 1, 1)}.items():
    v = np.array(v) / np.linalg.norm(v)
    e = 2 * np.linalg.eigvalsh(luttinger(v, g1, g2, g3))
    direction_masses[name] = (1 / e[0], 1 / e[2])
for name, coefficient in [("[001]", g2), ("[110]", np.sqrt(g2**2 + 3*g3**2) / 2), ("[111]", g3)]:
    assert np.allclose(direction_masses[name],
                       [1 / (g1 - 2*coefficient), 1 / (g1 + 2*coefficient)])

# ---------- eight-band model for the neglected effects ----------
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
L_sigma = sum(np.kron(L[a], pauli[a]) for a in range(3))


def valence_energies(k, gammas, Ep, gap, delta):
    """Six hole energies; gammas are the full parameters at the cold gap."""
    k = np.asarray(k, float)
    r1, r2, r3 = np.array(gammas) - Ep / gap_cold * np.array([1/3, 1/6, 1/6])
    k2 = np.sum(k**2, -1)
    orbital = np.zeros(k.shape[:-1] + (4, 4), complex)
    orbital[..., 0, 0] = -gap - k2 / 2
    for i in range(3):
        orbital[..., 0, i+1] = 1j * np.sqrt(Ep / 2) * k[..., i]
        orbital[..., i+1, 0] = -1j * np.sqrt(Ep / 2) * k[..., i]
        for j in range(3):
            orbital[..., i+1, j+1] = 3 * (r2 if i == j else r3) * k[..., i] * k[..., j]
        orbital[..., i+1, i+1] += (r1 - 2*r2) * k2 / 2
    H = np.einsum("...ab,cd->...acbd", orbital, np.eye(2)).reshape(k.shape[:-1] + (8, 8))
    H[..., 2:, 2:] += delta / 3 * (np.eye(6) - L_sigma)
    return np.linalg.eigvalsh(H)[..., 2:]


small_k = 3e-4 * np.array([1.0, 2.0, 3.0]) / np.sqrt(14)
cold = 2 * valence_energies(small_k, (g1, g2, g3), momentum_energy, gap_cold, split_off) / 9e-8
reference = 2 * np.linalg.eigvalsh(luttinger(small_k, g1, g2, g3)) / 9e-8
assert np.allclose(cold[:4], reference, rtol=1e-3)   # finite k leaves a small curvature
warm = 2 * valence_energies(small_k, (g1, gbar, gbar), momentum_energy, gap_warm, split_off) / 9e-8
inverse_shift = 2 * momentum_energy / 3 * (1 / gap_warm - 1 / gap_cold)
assert np.isclose(warm[0], inv_hh, rtol=1e-3)
assert np.isclose(warm[2], inv_lh + inverse_shift, rtol=1e-3)

# the energies have the cubic symmetry that the reduced direction grid relies on
images = 0.05 * np.array([[1, 2, 3], [2, 1, 3], [-1, 2, 3], [1, -2, 3], [1, 2, -3]]) / np.sqrt(14)
image_energies = valence_energies(images, (g1, g2, g3), momentum_energy, gap_warm, split_off)
assert np.allclose(image_energies, image_energies[0], rtol=1e-9, atol=1e-12)

# light-hole nonparabolicity along [001] at a parabolic energy of 1.5 kT
k_light = np.sqrt(2 * 1.5 * kT * direction_masses["[001]"][1])
E_light = valence_energies([0, 0, k_light], (g1, g2, g3), momentum_energy, gap_cold, split_off)[2]
assert E_light < 1.5 * kT


# ---------- effective density of states ----------
def density_of_states(gammas, Ep, gap, delta, n_theta=24, n_phi=12, n_radial=60):
    """Integral of exp(-E/kT) over k and the six valence bands, in cm^-3."""
    n, w = cubic_wedge(n_theta, n_phi)
    x, wx = np.polynomial.legendre.leggauss(n_radial)
    q_max = 9.5 * np.sqrt(kT)
    q, wq = q_max * (x + 1) / 2, q_max * wx / 2
    E = valence_energies(q[:, None, None] * n, gammas, Ep, gap, delta)
    boltzmann = np.exp(-E / kT).sum(-1) @ w
    return np.sum(wq * q**2 * boltzmann) / (2 * np.pi**2) / BOHR_CM**3


prefactor = 2 * (kT / (2 * np.pi))**1.5 / BOHR_CM**3
Nv_sphere = prefactor * (m_hh**1.5 + m_lh**1.5)
Nv_warped = prefactor * (dos_hh**1.5 + dos_lh**1.5)
far = 1000 / HARTREE_EV
assert np.isclose(density_of_states((g1, gbar, gbar), 0, gap_cold, far), Nv_sphere, rtol=2e-3)
assert np.isclose(density_of_states((g1, g2, g3), 0, gap_cold, far), Nv_warped, rtol=2e-3)
Nv_six = density_of_states((g1, g2, g3), 0, gap_cold, split_off)
Nv_eight = density_of_states((g1, g2, g3), momentum_energy, gap_warm, split_off)
coarse = density_of_states((g1, g2, g3), momentum_energy, gap_warm, split_off, 16, 8, 48)
assert np.isclose(coarse, Nv_eight, rtol=1e-3)      # angular and radial convergence

# ---------- Fermi level of the spherical model ----------
filling = hole_density / Nv_sphere


def fermi_integral(eta):
    return 4 / np.sqrt(np.pi) * quad(lambda t: t*t / (1 + np.exp(t*t - eta)), 0, 8)[0]


eta = brentq(lambda y: fermi_integral(y) - filling, -12, 3)
assert abs(eta - np.log(filling) - filling / np.sqrt(8)) < 1e-4

# ---------- output ----------
print(f"g1, g2, g3 = {g1}, {g2}, {g3} (dimensionless)")
print(f"gbar, formula = {gbar:.4f}; least-squares fit = {gbar_fit:.4f}")
print(f"inverse spherical masses: heavy {inv_hh:.3f}, light {inv_lh:.3f} (1/m0)")
print(f"spherical masses: heavy {m_hh:.4f}, light {m_lh:.5f} m0")
print(f"spherical masses: heavy {m_hh*const.m_e:.3e}, light {m_lh*const.m_e:.3e} kg")
print(f"heavy-mass sensitivity 2*gbar/(g1-2*gbar) = {2*gbar/inv_hh:.2f}")
for name, pair in direction_masses.items():
    print(f"warped masses along {name}: heavy {pair[0]:.4f}, light {pair[1]:.5f} m0")
plain = (g2 + g3) / 2
print(f"plain mean coefficient {plain:.4f}: heavy mass {1/(g1-2*plain):.4f} m0")
print(f"angular mean coefficient {g_mean:.4f}: heavy mass {1/(g1-2*g_mean):.4f} m0")
print(f"rms coefficient {g_rms:.4f}: heavy mass {1/(g1-2*g_rms):.4f} m0")
print(f"density-of-states masses: heavy {dos_hh:.4f}, light {dos_lh:.5f} m0")
print(f"error ratio when warping is halved = {error_ratio:.3f}")
print(f"temperature = {temperature:.0f} K; kT = {kT_eV*1000:.2f} meV")
print(f"hole density = {hole_density:.1e} cm^-3")
k_hh, k_lh = np.sqrt(3 * m_hh * kT) / BOHR_NM, np.sqrt(3 * m_lh * kT) / BOHR_NM
print(f"wave vector at 1.5 kT: heavy {k_hh:.3f}, light {k_lh:.3f} nm^-1")
print(f"Nv, spherical masses = {Nv_sphere:.3e} cm^-3")
print(f"light-hole share, spherical = {100*m_lh**1.5/(m_hh**1.5+m_lh**1.5):.2f} percent")
print(f"Nv, warped parabolic bands = {Nv_warped:.3e} cm^-3")
print(f"Nv, with split-off coupling = {Nv_six:.3e} cm^-3")
print(f"Nv, eight-band with 300 K gap = {Nv_eight:.3e} cm^-3")
print(f"ratios to spherical Nv: warped {Nv_warped/Nv_sphere:.3f}, "
      f"split-off {Nv_six/Nv_sphere:.3f}, eight-band {Nv_eight/Nv_sphere:.3f}")
print(f"rough split-off energy = {split_off_eV} eV; momentum energy = {momentum_eV} eV")
print(f"rough direct gap: cold {gap_cold_eV:.2f}, 300 K {gap_warm_eV:.2f} eV")
print(f"light inverse-mass shift from gap = {inverse_shift:.3f} (1/m0)")
print(f"edge masses with 300 K gap: heavy {1/warm[0]:.4f}, light {1/warm[2]:.5f} m0")
print(f"light [001] energy at same k: parabolic {1500*kT_eV:.2f}, "
      f"eight-band cold gap {E_light*HARTREE_EV*1000:.2f} meV")
print(f"p/Nv, spherical = {filling:.5f}")
print(f"Fermi level above valence edge: Fermi-Dirac {-eta*kT_eV*1000:.2f}, "
      f"Boltzmann {-np.log(filling)*kT_eV*1000:.2f} meV")
print("tests ok")
```

It prints:

```
g1, g2, g3 = 13.38, 4.24, 5.69 (dimensionless)
gbar, formula = 5.1100; least-squares fit = 5.1100
inverse spherical masses: heavy 3.160, light 23.600 (1/m0)
spherical masses: heavy 0.3165, light 0.04237 m0
spherical masses: heavy 2.883e-31, light 3.860e-32 kg
heavy-mass sensitivity 2*gbar/(g1-2*gbar) = 3.23
warped masses along [001]: heavy 0.2041, light 0.04575 m0
warped masses along [110]: heavy 0.3772, light 0.04148 m0
warped masses along [111]: heavy 0.5000, light 0.04039 m0
plain mean coefficient 4.9650: heavy mass 0.2899 m0
angular mean coefficient 5.1455: heavy mass 0.3237 m0
rms coefficient 5.1591: heavy mass 0.3266 m0
density-of-states masses: heavy 0.3462, light 0.04230 m0
error ratio when warping is halved = 4.001
temperature = 300 K; kT = 25.85 meV
hole density = 1.0e+17 cm^-3
wave vector at 1.5 kT: heavy 0.568, light 0.208 nm^-1
Nv, spherical masses = 4.686e+18 cm^-3
light-hole share, spherical = 4.67 percent
Nv, warped parabolic bands = 5.331e+18 cm^-3
Nv, with split-off coupling = 6.208e+18 cm^-3
Nv, eight-band with 300 K gap = 6.205e+18 cm^-3
ratios to spherical Nv: warped 1.138, split-off 1.325, eight-band 1.324
rough split-off energy = 0.29 eV; momentum energy = 26.0 eV
rough direct gap: cold 0.89, 300 K 0.80 eV
light inverse-mass shift from gap = 2.191 (1/m0)
edge masses with 300 K gap: heavy 0.3165, light 0.03878 m0
light [001] energy at same k: parabolic 38.78, eight-band cold gap 35.89 meV
p/Nv, spherical = 0.02134
Fermi level above valence edge: Fermi-Dirac 99.26, Boltzmann 99.46 meV
tests ok
```
